# Square-root domain width from stray-field harmonics in a dielectric plate

**Q.** A ferroelectric plate with its polarization normal to its faces is said to split into stripes whose width grows as the square root of the thickness. Before any summation, tell me what is being minimized. A ferroelectric is also a dielectric, and I suspect that its response will be counted twice, or not at all.

**A.** Let the plate fill $|z|<d/2$, with straight 180° walls normal to $x$. The domains have equal width $w$, so the period is $2w$. The spontaneous polarization is $\mathbf P_0=\pm P_s\hat{\mathbf z}$, with fixed $P_s$. On top of it the crystal responds linearly:

$$P_z=\pm P_s+\varepsilon_0\chi_zE_z,\qquad P_x=\varepsilon_0\chi_xE_x .$$

The relative permittivities are $\varepsilon_z=1+\chi_z$ and $\varepsilon_x=1+\chi_x$. Here $\chi_z$ is the differential susceptibility about the polarized state. Thick isotropic media of relative permittivity $\varepsilon_e$ lie above and below. There are no electrodes and no free charges.

Displacing $\mathbf P$ from $\mathbf P_0$ costs energy, and so does the electric field. In the plate the density is

$$u=\frac{(P_z\mp P_s)^2}{2\varepsilon_0\chi_z}+\frac{P_x^2}{2\varepsilon_0\chi_x}+\frac{\varepsilon_0E^2}{2}.$$

**Q.** Does minimizing this energy give the linear response you wrote down, or did you assume both?

**A.** It gives it. Put $\mathbf D=\varepsilon_0\mathbf E+\mathbf P$, with $\nabla\cdot\mathbf D=0$. A change $\delta\mathbf P$ alters the field energy by

$$\int\varepsilon_0\mathbf E\cdot\delta\mathbf E\,dV=\int\mathbf E\cdot(\delta\mathbf D-\delta\mathbf P)\,dV=-\int\mathbf E\cdot\delta\mathbf P\,dV .$$

The $\delta\mathbf D$ term vanishes because $\mathbf E=-\nabla\phi$ and $\nabla\cdot\delta\mathbf D=0$: integrate by parts. The first term of $u$ changes by $(P_z\mp P_s)\,\delta P_z/(\varepsilon_0\chi_z)$. Stationarity therefore requires $P_z\mp P_s=\varepsilon_0\chi_zE_z$, and likewise for $x$.

Inserting this response into $u$ gives

$$u=\tfrac12\varepsilon_0(\chi_zE_z^2+\chi_xE_x^2+E_z^2+E_x^2)=\tfrac12\varepsilon_0(\varepsilon_zE_z^2+\varepsilon_xE_x^2).$$

The outer media have the same form with $\varepsilon_e$. Let $\hat\varepsilon$ be the local permittivity tensor. Then $\mathbf D=\mathbf P_0+\varepsilon_0\hat\varepsilon\mathbf E$, so $\nabla\cdot(\varepsilon_0\hat\varepsilon\mathbf E)=-\nabla\cdot\mathbf P_0$. Integration by parts gives

$$\int u\,dV=-\tfrac12\int\nabla\phi\cdot\varepsilon_0\hat\varepsilon\mathbf E\,dV=\tfrac12\int\phi\,(-\nabla\cdot\mathbf P_0)\,dV=\tfrac12\int\sigma\phi\,dS .$$

Here $\sigma$ is the surface charge of the spontaneous part alone: $\pm P_s$ on the top face and $\mp P_s$ on the bottom. The walls run parallel to $\mathbf P_0$ and carry no such charge. The response enters once, through the permittivities that determine $\phi$.

**Q.** Then find $\phi$. The charge jumps at every wall, so I do not see a simple solution.

**A.** Expand it in harmonics. Put a wall at $x=0$, with $\sigma=P_s$ on the top face for $0<x<w$. This charge is odd in $x$, so with $k_n=n\pi/w$ it is a sine series with amplitudes

$$\sigma_n=\frac2w\int_0^wP_s\sin(k_nx)\,dx=\frac{2P_s}{n\pi}\left[1-(-1)^n\right].$$

Thus $\sigma_n=4P_s/(n\pi)$ for odd $n$ and zero for even $n$. There is no uniform term because the widths are equal. I take that as an assumption. It suits an isolated thick plate, where a net polarization would produce a uniform field throughout the thickness, at a cost proportional to $d$.

Each harmonic has its own potential, $\phi_n=\sin(k_nx)\,f_n(z)$. Inside, $\varepsilon_x\phi_{xx}+\varepsilon_z\phi_{zz}=0$ becomes

$$f_n''=\frac{\varepsilon_x}{\varepsilon_z}k_n^2f_n=c^2k_n^2f_n,\qquad c=\sqrt{\varepsilon_x/\varepsilon_z}.$$

The charges on the two faces are opposite, so $f_n$ is odd in $z$. With surface amplitude $A_n$,

$$f_n=A_n\frac{\sinh(ck_nz)}{\sinh(ck_nd/2)}\ \ (|z|<d/2),\qquad f_n=A_ne^{-k_n(z-d/2)}\ \ (z>d/2).$$

The potential is continuous by construction. What remains is continuity of $D_z$ at the top face:

$$\varepsilon_0\varepsilon_eE_z^{\rm out}=\varepsilon_0\varepsilon_zE_z^{\rm in}+\sigma .$$

From $E_z=-\partial_z\phi$, the field amplitudes are $+k_nA_n$ outside and $-ck_nA_n\coth(ck_nd/2)$ inside. Moving the inside term to the left gives

$$\varepsilon_0k_nA_n\left[\varepsilon_e+c\,\varepsilon_z\coth\frac{ck_nd}{2}\right]=\sigma_n .$$

Since $c\,\varepsilon_z=\sqrt{\varepsilon_x\varepsilon_z}\equiv g$,

$$A_n=\frac{\sigma_n}{\varepsilon_0k_n[\varepsilon_e+g\coth(ck_nd/2)]}.$$

The two combinations of permittivity have different jobs: $c$ sets how quickly the field decays into the plate, and $g$ sets how strongly the plate screens its surface charge.

**Q.** There are two faces, a factor one half in the energy and another from averaging the sines. Please trace them.

**A.** Per unit plate area, one face contributes $\frac12\langle\sigma\phi\rangle$. Products of different harmonics average to zero over a period, and $\langle\sin^2\rangle=\frac12$, so this is $\frac14\sum\sigma_nA_n$. On the bottom face both charge and potential change sign, so its contribution is the same. Therefore

$$F_{\rm el}=\frac12\sum_{n\ \rm odd}\sigma_nA_n=\frac12\sum_{n\ \rm odd}\frac{16P_s^2}{\pi^2n^2}\,\frac{w}{\varepsilon_0n\pi[\varepsilon_e+g\coth a_n]},\qquad a_n=\frac{n\pi cd}{2w},$$

or

$$F_{\rm el}=\frac{8P_s^2w}{\pi^3\varepsilon_0}\sum_{n\ \rm odd}\frac{1}{n^3[\varepsilon_e+g\coth a_n]}.$$

Two powers of $1/n$ come from the squared charge, and the third from the shorter range of the higher harmonics.

**Q.** That is not proportional to $w$, because $w$ also sits inside the $\coth$.

**A.** Correct. Proportionality is assured when $\pi cd/w\gg1$. The fields of the two faces then no longer overlap, and every $\coth a_n$ tends to 1. The remaining sum is the full sum of inverse cubes less its even terms:

$$\sum_{n\ \rm odd}\frac1{n^3}=\zeta(3)-\sum_{m=1}^{\infty}\frac1{(2m)^3}=\left(1-\frac18\right)\zeta(3)=\frac{7\zeta(3)}8 .$$

With $\zeta(3)=1.2021$ the sum is 1.0518. The first harmonic contributes 1 of this, so all the others add about 5%. The prefactor 8 cancels the denominator 8:

$$F_{\rm el}=Bw,\qquad B=\frac{7\zeta(3)P_s^2}{\pi^3\varepsilon_0(\varepsilon_e+g)}.$$

The leading error follows from $\coth a\approx1+2e^{-2a}$. For $n=1$ the exponential is $e^{-\pi cd/w}$, and for higher $n$ it is far smaller. Expanding the denominator of the first term and dividing by the whole sum gives

$$F_{\rm el}\approx Bw\left(1-\beta e^{-\pi cd/w}\right),\qquad \beta=\frac{8}{7\zeta(3)}\,\frac{2g}{\varepsilon_e+g}=\frac{16g}{7\zeta(3)(\varepsilon_e+g)}.$$

The approach to the linear law is exponential, not a power of $w/d$.

**Q.** What about the opposite limit? A very wide domain should know nothing about $\zeta(3)$.

**A.** For $w\gg d$ the argument $a_n$ is small for any fixed $n$, and $g\coth a_n\approx g/a_n$ dominates $\varepsilon_e$. Each term of the sum tends to $a_n/(gn^3)$. The limit may be taken term by term: since $\tanh a<a$, each term is smaller than $a_n/(gn^3)$, which is a constant times $d/w$ times $1/n^2$, and that series converges. Using $\sum_{n\ \rm odd}n^{-2}=\pi^2/8$,

$$F_{\rm el}\to\frac{8P_s^2w}{\pi^3\varepsilon_0}\,\frac{\pi cd}{2wg}\,\frac{\pi^2}{8}=\frac{P_s^2d}{2\varepsilon_0}\,\frac cg=\frac{P_s^2d}{2\varepsilon_0\varepsilon_z}.$$

Compare a single-domain isolated plate. Outside it there is no field, so inside $D_z=0$ and $E_z=-P/\varepsilon_0$. Its energy density is

$$\frac{(P-P_s)^2}{2\varepsilon_0\chi_z}+\frac{P^2}{2\varepsilon_0}.$$

Setting the derivative to zero gives $P-P_s+\chi_zP=0$, hence $P=P_s/\varepsilon_z$. Then $P-P_s=-\chi_zP_s/\varepsilon_z$, and the density becomes

$$\frac{P_s^2}{2\varepsilon_0\varepsilon_z^2}(\chi_z+1)=\frac{P_s^2}{2\varepsilon_0\varepsilon_z}.$$

This is the same energy. The stray-field energy thus saturates at large $w$, and both $\zeta(3)$ and $\varepsilon_e$ drop out of the limit.

**Q.** So far wide domains only cost more. What stops the stripes from becoming ever narrower?

**A.** The walls. Let a wall have energy $\gamma$ per unit wall area. There is one wall for each length $w$ along $x$, and its height is $d$, so the wall area per plate area is $d/w$. In the thick-plate regime

$$F(w)=\frac{\gamma d}{w}+Bw,\qquad \frac{dF}{dw}=-\frac{\gamma d}{w^2}+B=0 .$$

This gives $w^2=\gamma d/B$, or

$$w=\sqrt{\ell d},\qquad \ell=\frac{\gamma}{B}=\frac{\pi^3\varepsilon_0(\varepsilon_e+g)\gamma}{7\zeta(3)P_s^2}.$$

The second derivative $2\gamma d/w^3$ is positive, so this is a minimum. There $Bw=\gamma d/w$: wall energy and stray-field energy are equal, and the total is $2\gamma d/w$. The square root arises because wall area grows with thickness while the stray field stays near the faces.

Two limits of the prefactor are useful. For a rigid polarization in vacuum, $\varepsilon_x=\varepsilon_z=\varepsilon_e=1$, so $\varepsilon_e+g=2$. If instead $\varepsilon_e\to\infty$, then $B\to0$: the width grows without bound as $\sqrt{\varepsilon_e}$ and the total energy falls towards zero. Stripes remain cheaper than a single domain, whose energy $P_s^2d/(2\varepsilon_0\varepsilon_z)$ does not depend on $\varepsilon_e$. Without electrodes, a dielectric can close the flux between opposite domains, but it cannot screen a uniform surface charge.

**Q.** Your regime was $\pi cd/w\gg1$, but $w$ is now an output. For which thicknesses is the argument consistent?

**A.** Insert the result:

$$\frac{cd}{w}=c\sqrt{\frac d\ell}=\sqrt{\frac{d}{\ell/c^2}} .$$

The fields of the two faces therefore begin to overlap near the crossover thickness $\ell/c^2$. Being well above it is sufficient for the law but not always necessary: for $\varepsilon_e\gg g$ the overlap hardly matters, since only $g\coth a_1\ll\varepsilon_e$ is required, and this can hold far below the crossover. In every case the law holds only as long as straight walls remain the cheapest. That condition sets an upper limit too. Walls that branch towards the faces keep the domains wide inside and make them fine at the surface. Their total energy grows only as $d^{1/3}$, against $d^{1/2}$ for straight walls. In a thick enough plate branching therefore wins, and the square root no longer holds. Near the crossover, the leading correction shows the direction of the departure. Differentiating the corrected $F_{\rm el}$ gives

$$\frac{dF_{\rm el}}{dw}\approx B\left[1-\beta\left(1+\frac{\pi cd}{w}\right)e^{-\pi cd/w}\right].$$

This is less than $B$. Since equilibrium requires $\gamma d/w^2=dF_{\rm el}/dw$, the stripes are wider than the law says.

**Q.** Give me numbers, including the size of that departure.

**A.** I take round model parameters that belong to no particular material: $P_s=0.30$ C/m², $\gamma=10$ mJ/m², $\varepsilon_x=100$, $\varepsilon_z=25$ and $d=100$ nm. The plate lies between thick nonpolar media with $\varepsilon_e=200$. Then $g=\sqrt{100\times25}=50$, $c=\sqrt{100/25}=2$, and

$$\ell=\frac{\pi^3\,(8.854\times10^{-12})(200+50)(0.010)}{7(1.2021)(0.30)^2}\ \text{m}=0.906\ \text{nm}.$$

The width is $w=\sqrt{0.906\times100}$ nm $=9.52$ nm, and the period is 19.0 nm. The wall energy is $0.010\times100/9.52=0.105$ J/m². The stray-field energy is equal to it, so the total is 0.210 J/m².

Here $\pi cd/w=66$, so the exponential correction is negligible. Minimizing the wall energy plus the full harmonic sum numerically also gives 9.52 nm. The same minimization at 50 nm and 800 nm gives two widths whose logarithmic slope against thickness is 0.5000. All these minimizations assume straight walls. At 800 nm a small wedge of reversed polarization, placed in each domain at each face, already lowers the energy of this model by about 10%, and 100 nm is near the thickness where such wedges begin to pay. The slope therefore tests the straight-wall formula, not the stable pattern of the thicker plate.

The crossover lies at $\ell/c^2=0.906/4=0.227$ nm. Numerical minimization of the full sum near it gives:

| $d/(\ell/c^2)$ | full-sum width / $\sqrt{\ell d}$ |
|---:|---:|
| 0.3 | 1.176 |
| 1 | 1.042 |
| 3 | 1.0055 |
| 10 | 1.0001 |

These ratios hold for $\varepsilon_e/g=4$, as in the example, and depend strongly on it: at the crossover the ratio is 1.002 for $\varepsilon_e/g=100$, 1.14 for $\varepsilon_e/g=1$, and about 2 for the same plate in vacuum. The stripes are indeed wider than the law, by 4% at the crossover and by about 0.01% at ten times that thickness.

**Q.** A plate 0.227 nm thick is hardly a plate. What does the table say about a real one?

**A.** With these parameters, little. The crossover is of atomic size, where a continuum with sharp walls has no meaning. The table describes the electrostatic model, and shows that overlap of the two surface fields is not what limits the law here. A more serious requirement is that the walls be thin compared with $w$. In this example $w$ falls to about 0.5 nm by the time the plate is thinned to the crossover, so that condition fails on the way, and $\gamma$ then ceases to be an independent constant. The crossover could matter only where the thickness $\ell/c^2$ is much larger than the atomic spacing, and the domain width there, about $\ell/c$, is much larger than the wall thickness.

**Q.** You linearized about $\pm P_s$. Is the field at the faces weak enough for that?

**A.** It can be calculated. In the thick limit, the inside field amplitude at the top face is

$$-ck_nA_n=-\frac{c}{\varepsilon_0(\varepsilon_e+g)}\,\sigma_n .$$

The factor in front of $\sigma_n$ does not depend on $n$. The harmonics therefore add up to the original square wave:

$$E_z^{\rm in}=-\frac{c\,\sigma(x)}{\varepsilon_0(\varepsilon_e+g)} .$$

This field opposes the spontaneous polarization of each domain. It changes $P_z$ by $\varepsilon_0(\varepsilon_z-1)E_z^{\rm in}$, so the fraction of $P_s$ lost at the face is

$$\eta=\frac{(\varepsilon_z-1)c}{\varepsilon_e+g}.$$

In the example the field is $0.30\times2/(8.854\times10^{-12}\times250)$ V/m $=271$ MV/m, and $\eta=24\times2/250=0.19$. For the normal response, a loss of 19% is tolerable in an estimate, though not negligible. With the double well of the last answer in place of the quadratic cost for $P_z$, a numerical solution gives a loss of 21% and a width less than 1% larger. The margin is narrow, however: the polarized state of that well becomes unstable at a reverse field $P_s/(3\sqrt3\,\varepsilon_0\chi_z)=272$ MV/m, and the self-consistent field at the face is 78% of this. The normal field just outside the face is half as large, 136 MV/m, and a real medium with a permittivity of 200 would hardly stay linear there. The example illustrates the formula and does not describe a device. The first harmonic decays into the plate over $w/(\pi c)=1.5$ nm, so the loss is confined to a thin layer.

For the same plate in vacuum, $\eta=48/51=0.94$. The formula gives a width of 4.30 nm, but the linear model is then removing almost all the polarization at the surface. That width is a result of the model outside its safe range, and I would not use it as a prediction.

**Q.** You speak of the normal field. What happens along the surface, where the charge jumps at a wall?

**A.** There the linear, sharp-wall model gives a singular field. In the thick limit, for $0<x<w$,

$$E_x=-\sum_{n\ \rm odd}k_nA_n\cos(k_nx)=-\frac{4P_s}{\pi\varepsilon_0(\varepsilon_e+g)}\sum_{n\ \rm odd}\frac{\cos(n\pi x/w)}n .$$

With $\theta=\pi x/w$, the last sum is the real part of $\sum_{n\ \rm odd}e^{in\theta}/n=\frac12\ln[(1+e^{i\theta})/(1-e^{i\theta})]$. The ratio of moduli is $\cot(\theta/2)$, so

$$E_x=-\frac{2P_s}{\pi\varepsilon_0(\varepsilon_e+g)}\ln\cot\frac{\pi x}{2w}.$$

Near the wall this diverges as $\ln x$. The square of a logarithm is integrable, and the energy sum converges, so the width law is unaffected within the model. In a crystal, the finite wall thickness rounds off the jump in charge and removes the divergence.

The in-plane response is not small either, though it is concentrated near the walls and vanishes at the centre of each domain. The amplitudes $k_nA_n$ are those of a square wave, so the root mean square of $E_x$ along the face is $P_s/[\varepsilon_0(\varepsilon_e+g)]$. That of $P_x$ is $(\varepsilon_x-1)P_s/(\varepsilon_e+g)$, or $0.40P_s$ in the example. This is twice the normal loss, so the numerical prefactor of the law is only an estimate here.

**Q.** If the linear response fails in vacuum, does the square root fail with it?

**A.** Not for that reason alone. Replace the quadratic polarization cost by any local function of $\mathbf P$, without gradient terms, and keep the walls sharp and straight with energy $\gamma$. Let the plate be thick enough for each face to have its own separate field. Suppose that a solution with such walls exists for width $w$; a strong field at the faces may prevent this, and then the argument does not apply. The example plate in vacuum is probably such a case: its linear face field is about five times the field at which the polarized state of the double well becomes unstable. Stretch all its coordinates by $\lambda$, leaving the values of $\mathbf P$ and $\mathbf E$ unchanged at corresponding points. The equations $\nabla\times\mathbf E=0$ and $\nabla\cdot\mathbf D=0$ still hold, because every derivative is divided by the same $\lambda$. The local relation between $\mathbf P$ and $\mathbf E$ also holds.

The excess energy density near the face keeps its values, but the layer it occupies is $\lambda$ times deeper. The surface energy per plate area is thus multiplied by $\lambda$, just as the width is. Hence $F_{\rm el}=B'w$, with some other constant $B'$, and minimization gives $w=\sqrt{\gamma d/B'}$. The exponent rests on this scaling; the factor $7\zeta(3)$ rests on linear response and an unmodified square wave of charge. Gradient energy brings in a length of its own and breaks the argument when that length is comparable with $w$.

**Q.** One last comparison: how much does the example plate gain by forming stripes?

**A.** In the linear model the single-domain plate has energy

$$\frac{P_s^2d}{2\varepsilon_0\varepsilon_z}=\frac{(0.30)^2(100\times10^{-9})}{2(8.854\times10^{-12})(25)}\ \text{J/m}^2=20.3\ \text{J/m}^2,$$

against 0.210 J/m² with stripes, about a hundred times less. The larger number needs caution. The single-domain state has $P=P_s/\varepsilon_z$, a loss of 96%, so the linearization fails throughout that plate. Take instead the simplest double well, $U=P_s^2(P^2/P_s^2-1)^2/(8\varepsilon_0\chi_z)$, which has the same curvature at $\pm P_s$. With the field energy $P^2/(2\varepsilon_0)$ added, the minimum lies at $P=0$: the plate loses its polarization and pays the depth of the well, $P_s^2d/(8\varepsilon_0\chi_z)=5.3$ J/m². That is a quarter of the linear value, but still far above 0.210 J/m². In both models the single-domain plate has its polarization altered throughout the thickness, at a cost proportional to $d$, while the stripes confine the disturbance to the neighbourhood of the faces. Free charges that reach the faces would lower the energy of both states. The law derived here, with $\sigma=\pm P_s$, is for faces without them.
